# Current-driven ripple instability of a single ferromagnetic film between unequal leads

A film with one magnetization direction has no second magnet to supply it with misaligned spins. If it is modelled as a single rigid moment, a perpendicular current exerts no spin-transfer torque on it, and the model declares the film stable at any current. That conclusion can be wrong. The rigid model has removed the motion that goes unstable, a ripple of the magnetization along the film. A ripple lets spins diffuse sideways from a place with one magnetization direction to a place with another, so the film acts as its own polarizer.

## The uniform film

A film of thickness $d$ lies between two normal-metal leads of lengths $L_L$ and $L_R$, each ending in a perfect spin sink. Both leads have conductivity $\sigma$ and spin-diffusion length $\lambda$. The current density $i$ is positive when **electrons flow from left to right**, along $+z$; the conventional current is then $-i$.

Let $V\pm s$ be the electrochemical potentials, in volts, of electrons with magnetic moment along or against a chosen axis. Each species has conductivity $\sigma/2$, so the sum and difference of their flows are $i=-\sigma\nabla V$ and $\mathbf J=-\sigma\nabla\mathbf s$, with $\nabla^2\mathbf s=\mathbf s/\lambda^2$.

An accumulation varying as $\cos qx$ along the film obeys $s''=k^2s$ in $z$, with $k^2=q^2+1/\lambda^2$. At distance $\zeta$ from the film it is $s(0)\sinh[k(L-\zeta)]/\sinh kL$, which vanishes at the sink. The spin current flowing away from the film is therefore $g(q)\,s(0)$, with

$$g_a(q)=\sigma k\coth(kL_a),\qquad a=L,R .$$

The film conducts the two species with conductances per area $G_\pm$. Define $G=G_++G_-$ and $P=(G_+-G_-)/G$, and let $\Delta$ mean left minus right. Neglecting spin flips in the film,

$$i=G(\Delta V+P\Delta s),\qquad J_0=G(P\Delta V+\Delta s).$$

The first equation gives $\Delta V=i/G-P\Delta s$. Inserted in the second, it gives $J_0=Pi+G(1-P^2)\Delta s$. In the left lead, "away from the film" is $-z$, so $J_0=-g_L(0)s_L$; in the right lead $J_0=g_R(0)s_R$. Hence

$$s_L=-\frac{J_0}{g_L(0)},\qquad s_R=\frac{J_0}{g_R(0)},$$

$$J_0=\eta i,\qquad \eta=\frac{P}{1+G(1-P^2)\left[1/g_L(0)+1/g_R(0)\right]} .$$

For $P>0$ and $i>0$, minority moments pile up upstream and majority moments downstream. Both accumulations are collinear with the magnetization direction $\mathbf m$. Turning $\mathbf m$ uniformly turns them with it, so the torque stays zero. A mesh solution of the transport equations with $\mathbf m$ turned by 0.7 rad gave a torque-to-current ratio of about $10^{-15}$, which is rounding error.

## A ripple

Now let $\mathbf m=\mathbf e_0+\mathbf u$, with $\mathbf u\perp\mathbf e_0$ small and proportional to $\cos qx$. A half-turn about $\mathbf e_0$ reverses $\mathbf u$ but leaves $V$ and the longitudinal accumulation unchanged. These therefore have no first-order correction. The new quantity is a transverse accumulation $\mathbf s_1$ in each lead.

The part of $\mathbf s$ perpendicular to the *local* $\mathbf m$ is, at face $a$,

$$\mathbf s_{\perp a}=\mathbf s_{1a}-s_a\mathbf u .$$

I assume that each interface absorbs the transverse spin current $g_m\mathbf s_\perp$ completely, where $g_m$ is twice the real mixing conductance per area. Its imaginary part is neglected. At the left face the current towards $+z$ is $J_0\mathbf m+g_m\mathbf s_{\perp L}$. Its first-order part must equal the current in the lead:

$$-g_L(q)\mathbf s_{1L}=J_0\mathbf u+g_m(\mathbf s_{1L}-s_L\mathbf u).$$

Substituting $J_0=-g_L(0)s_L$ and collecting terms,

$$[g_m+g_L(q)]\mathbf s_{1L}=[g_m+g_L(0)]s_L\mathbf u ,$$

$$\mathbf s_{\perp L}=-s_L\frac{g_L(q)-g_L(0)}{g_m+g_L(q)}\mathbf u .$$

At the right face the absorbed flow runs towards $-z$, so

$$g_R(q)\mathbf s_{1R}=J_0\mathbf u-g_m(\mathbf s_{1R}-s_R\mathbf u).$$

With $J_0=g_R(0)s_R$, the same algebra gives the same expression with $L\to R$. But $s_L$ and $s_R$ have opposite signs. The total absorbed current is

$$\mathbf J_{\rm abs}=g_m(\mathbf s_{\perp L}+\mathbf s_{\perp R})=J_0(F_L-F_R)\mathbf u,$$

$$F_a(q)=\frac{g_m[g_a(q)-g_a(0)]}{g_a(0)[g_m+g_a(q)]} .$$

Sideways diffusion makes the accumulation follow the ripple incompletely. Downstream, the lagging majority moments pull a tilted region back towards the average direction. Upstream, the lagging minority moments push it further away.

Each electron carries a moment $\gamma\hbar/2$, with $\gamma>0$, and $\mathbf J_{\rm abs}/e$ counts the absorbed moments. For magnetization $M$, the balance $Md\,\dot{\mathbf m}=(\gamma\hbar/2e)\mathbf J_{\rm abs}$ gives

$$\dot{\mathbf u}\big|_{\rm current}=a\mathbf u,\qquad a=\Gamma\eta i(F_L-F_R),\qquad \Gamma=\frac{\gamma\hbar}{2eMd}.$$

### Which contact wins?

Write $r=g(q)/g(0)$, so that $F=g_m(r-1)/[g_m+g(q)]$. Since $d\ln g(q)/dL=-2k/\sinh(2kL)$, the denominator falls as $L$ grows. With $k_0=1/\lambda$ and $X(y)=y/\sinh y$,

$$\frac{d\ln r}{dL}=\frac{X(2k_0L)-X(2kL)}{L}>0 ,$$

because $X$ decreases and $k>k_0$. Thus $F$ increases with lead length at every $q>0$. For leads of the same metal that end in perfect spin sinks, with equal $g_m$ and $P>0$, **electrons entering through the longer lead feed ripples**, which grow once this drive exceeds the damping; the reversed current adds to the damping. If the metals or interfaces differ, the sign of $F_L-F_R$ decides, not length alone.

For small $q$, differentiating $\ln(k\coth kL)$ with respect to $q^2$ gives

$$F\simeq\frac{g_m}{g_m+g(0)}\,\frac{q^2\lambda^2}{2}\left[1-X\!\left(\frac{2L}{\lambda}\right)\right].$$

For $L\ll\lambda$ the factor after the first fraction becomes $q^2L^2/3$: the sink removes spins before they travel far sideways. For large $q$, $g(q)$ diverges and $F\to g_m/g(0)$. The accumulation then averages over the ripple and stays along $\mathbf e_0$.

The mesh solution tests the sign and the factors. It solved coupled charge and vector-spin diffusion with the full interface law for a tilt of amplitude 0.01 rad. For $L_L=100$ nm and $L_R=20$ nm, with the other parameters of the example below, it gave $J_{\rm abs}/(iu)=0.2019$, against $\eta(F_L-F_R)=0.2017$. Exchanging the leads gave $-0.2019$. Two 50 nm leads gave zero to rounding.

## Damping by the leads

A moving magnetization also emits spins. Let it rotate with angular velocity $\boldsymbol\Omega=\mathbf m\times\dot{\mathbf m}$. Equilibrium in the rotating frame fills states with spin along $\boldsymbol\Omega$ up to an energy higher by $\hbar\Omega/2$. The electron's moment is opposite to its spin, so no transverse current is absorbed when $\mathbf s_\perp=-(\hbar/2e)\boldsymbol\Omega$. The linear interface law becomes

$$\mathbf J_{\rm abs}=g_m(\mathbf s_\perp+\mathbf p),\qquad \mathbf p=\frac{\hbar}{2e}\mathbf m\times\dot{\mathbf m}.$$

The equations are linear, so the response to $\mathbf p$ can be found alone. Either lead requires $g(q)\mathbf s_1=-g_m(\mathbf s_1+\mathbf p)$, hence $\mathbf s_1=-g_m\mathbf p/[g_m+g(q)]$. The absorbed current is $g_mg(q)\mathbf p/[g_m+g(q)]$: interface and lead act in series. Multiplied by $\Gamma$, this has the form of Gilbert damping and adds to the intrinsic $\alpha_0$:

$$\alpha(q)=\alpha_0+\Gamma\frac{\hbar}{2e}\sum_a\frac{g_mg_a(q)}{g_m+g_a(q)} .$$

This treats spin diffusion as instantaneous compared with the precession.

## Magnetic stiffness and the threshold

Take an easy axis $\mathbf e_0$ in the film plane, with anisotropy field $B_a$ and no applied field. Let $y$ be the other in-plane direction, $z$ the normal, and $\varphi$ the angle between $\mathbf q$ and $\mathbf e_0$. Exchange of stiffness $A$ adds the field $\mu_0M\ell^2q^2$ to both deviations, with $\ell^2=2A/(\mu_0M^2)$.

An out-of-plane deviation $u_z\cos qx$ leaves opposite magnetic charges on the two surfaces. A charge sheet's field decays as $e^{-q|z-z_0|}$, so inside the film

$$H_z=-\frac{Mu_z}{2}\left[e^{-qz}+e^{-q(d-z)}\right]\cos qx .$$

Its average over the thickness is $-N_qMu_z\cos qx$, with $N_q=(1-e^{-qd})/(qd)$. A deviation $u\cos qx$ along $\mathbf q$ instead makes volume charge. The potential that joins smoothly to decaying fields outside is

$$\phi=\frac{Mu}{q}\left[1-\frac{e^{-qz}+e^{-q(d-z)}}2\right]\sin qx ,$$

and $-\partial_x\phi$ averages to $-(1-N_q)Mu\cos qx$. The deviation $u_y$ has a component $\sin\varphi$ along $\mathbf q$, and projecting the field back onto $y$ gives another $\sin\varphi$. Thus

$$B_1=B_a+\mu_0M[\ell^2q^2+(1-N_q)\sin^2\varphi],$$

$$B_2=B_a+\mu_0M(\ell^2q^2+N_q).$$

With $\omega_{1,2}=\gamma B_{1,2}$, the linearized Landau–Lifshitz–Gilbert equation reads

$$\dot u_y=-\omega_2u_z-\alpha\dot u_z+au_y,\qquad
\dot u_z=\omega_1u_y+\alpha\dot u_y+au_z .$$

Substituting each into the other separates the velocities:

$$(1+\alpha^2)\dot u_y=(a-\alpha\omega_1)u_y-(\omega_2+\alpha a)u_z,$$

$$(1+\alpha^2)\dot u_z=(\omega_1+\alpha a)u_y+(a-\alpha\omega_2)u_z .$$

The matrix has trace $[2a-\alpha(\omega_1+\omega_2)]/(1+\alpha^2)$. In its determinant the terms linear in $a$ cancel, leaving $(a^2+\omega_1\omega_2)/(1+\alpha^2)>0$. A two-by-two system with positive determinant is unstable if and only if its trace is positive. The condition is $a>\alpha(\omega_1+\omega_2)/2$. Inserting $a$ and $\Gamma$ cancels $\gamma$, except inside $\alpha(q)$:

$$\boxed{\,i_c(q)=\frac{e}{\hbar}\,\frac{\alpha(q)\,Md\,(B_1+B_2)}{\eta\,[F_L(q)-F_R(q)]}\,},\qquad F_L>F_R .$$

As $q\to0$ the denominator vanishes as $q^2$, so the uniform mode is never driven. As $q\to\infty$ the denominator saturates while exchange grows as $q^2$. The lowest threshold therefore lies at a finite wavelength. At fixed $q$, only $B_1$ depends on $\varphi$, and it is smallest for a ripple running along the easy axis.

## A cobalt film

The parameters are rough typical values for a cobalt film between dilute copper–germanium leads at 300 K: $d=3$ nm, $M=1400$ kA/m, $A=30$ pJ/m, $B_a=20$ mT, $\alpha_0=0.01$, $\lambda=100$ nm and resistivity 10 µΩ cm. The interfaces and film have $g_m=1.0\times10^{15}$ S/m², $G=1.6\times10^{15}$ S/m² and $P=0.7$. Electrons enter through the 100 nm lead and leave through the 20 nm lead.

The static conductances are $g_L(0)=1.313\times10^{14}$ and $g_R(0)=5.066\times10^{14}$ S/m², so

$$\eta=\frac{0.7}{1+8.16\times10^{14}\,(7.62+1.97)\times10^{-15}}=0.079 .$$

Most of the polarization is lost because spins accumulated in the leads oppose the spin current.

Minimizing $i_c(q)$ numerically gives $q_c=0.0844$ nm⁻¹, a wavelength of 74 nm. There $g_L=8.50\times10^{14}$ and $g_R=9.09\times10^{14}$ S/m². In units of $10^{14}$ S/m²,

$$F_L=\frac{10(8.503-1.313)}{1.313(10+8.503)}=2.96,$$

$$F_R=\frac{10(9.089-5.066)}{5.066(10+9.089)}=0.416 .$$

The leads add 0.00425 to the damping, making $\alpha=0.01425$. The stiffness fields are $B_1=0.326$ T and $B_2=1.880$ T. With $Md=4.2\times10^{-3}$ A,

$$i_c=\frac{1.519\times10^{15}\times0.01425\times4.2\times10^{-3}\times2.205}{0.2017}\ \frac{\rm A}{\rm m^2},$$

or $9.9\times10^{11}$ A/m² $=9.9\times10^7$ A/cm². The ripple starts at about 22 GHz. At 1.2 times this current its amplitude grows by a factor $e$ in 1.8 ns; with that current reversed it decays in 0.16 ns.

The minimum is well defined. At $0.3q_c$ and $3q_c$ the threshold is $2.3\times10^8$ and $2.2\times10^8$ A/cm², and at $0.1q_c$ it is $1.4\times10^9$ A/cm². Between $0.1q_c$ and $0.3q_c$ it falls by a factor of 6, not the 9 of the small-$q$ law, since that law needs $q\lambda\ll1$ and $q\lambda$ reaches 2.5 at the upper point. At fixed $q_c$, turning the ripple across the easy axis raises the threshold to $1.09\times10^8$ A/cm².

The stability condition was also tested on a chain of 32 magnetic cells spanning half a wavelength, with the derived drive $a$ put in. Its numerical eigenvalues showed decay at $0.97i_c$ and growth at $1.03i_c$.

## Beside a real device

The threshold is of the rough order of $10^8$ A/cm², which is a high current density. The resistivity is several times that of pure copper, and the perfect spin sinks are an idealization that matters. In this example, sinks of finite, fixed conductance raise the threshold for this current direction: by 22% for a sink conductance of $10^{15}$ S/m², and almost twofold for $3\times10^{14}$ S/m². If the far ends reflected all spins instead, $\coth$ in $g_a$ would become $\tanh$, and the opposite current direction would feed the ripple, with a threshold of $0.92\,i_c$ for these parameters. The rule about the longer lead therefore needs good sinks. Three other assumptions also matter. Spin flips in the film were neglected. In a diffusive layer model with the same total resistance, of which each interface carries 0.5 fΩ m², bulk flips with a rough cobalt spin-diffusion length of 40 nm raise $i_c$ by about 3%. Adding spin-memory loss at the interfaces, with rough Co/Cu values $\delta=0.2$ to $0.33$, raises it by about 20% to 45%. A 3 nm film need not absorb all transverse spin: a ballistic free-electron estimate, with a rough exchange splitting of 1.5 eV, lets roughly 37% of its amplitude cross. At this splitting and with the damping held fixed, the weaker drive raises $i_c$ by about 11%; the spin pumping weakens too, which cuts the rise to about 8%. The transmitted spin arrives rotated by an angle set by the splitting and thickness, so even the sign of the shift is uncertain: for splittings from 0.8 to 2.6 eV it ranges from about $-12\%$ to $+16\%$, pumping included. The electron mean free path is 6.6 nm, so its product with $q_c$ is 0.56 and diffusion theory is marginal. Changing each contact resistance $1/g_m$ by half the ballistic resistance moves $i_c$ by about 14% either way, but does not replace a full kinetic calculation.

Lateral size matters too. A pillar half a wavelength wide has a diameter of 37 nm. Its edge field from the current is about 12 mT, comparable with the anisotropy field. Treated as a uniform field along the easy axis, it raises $i_c$ by 1%; its real, circulating form could also distort the starting state, and the field of the magnetic charges on the pillar's rim is left out. Thermal agitation without current already gives a ripple of roughly 0.08 rad there, so experiment would see amplified noise before a sharp onset. With only the 20 mT anisotropy, the uniform mode of so small a pillar fluctuates by about 0.2 rad and its reversal barrier is only about $11k_BT$, so an applied field or a stronger anisotropy would be needed to hold the starting state. The Joule heat generated in the long lead alone would warm it by about 7 K if its far end stays at 300 K and no heat passes through the film. Cooling through the short lead lowers this figure; heat from the film or a poorer heat sink raises it. Linear theory gives the onset, not the final state: saturation, switching or irregular motion require the nonlinear problem. The remaining estimates are in the numerical output.

## Calculated quantities

```
film: d 3 nm, M 1400 kA/m, A 30 pJ/m
anisotropy field 20 mT, intrinsic damping 0.01
leads: resistivity 10 uOhm cm, lam 100 nm
lead lengths: left 100 nm, right 20 nm
G 1.60e+15, g_m 1.00e+15 S/m^2, P 0.7, T 300 K
mu0 M 1.759 T, exchange length 4.94 nm
Gamma 1.3798e-02 m^2/(A s)
g(0): left 1.313e+14, right 5.066e+14 S/m^2
g(q_c): left 8.503e+14, right 9.089e+14 S/m^2
eta 0.0793
F left 2.9594, right 0.4159, difference 2.5434
torque/current: mesh 0.20187, formula 0.20174
same, leads exchanged (mesh) -0.20187
same, equal 50 nm leads (mesh) 4.5e-16
uniform tilt 0.7 rad, torque/current 1.3e-15
pumping damping: mesh 0.00425, formula 0.00425
total damping at q_c 0.01425
dipolar factor N at q_c 0.8834
stiffness fields: in-plane 0.3256 T, out-of-plane 1.8797 T
q_c 0.08444 1/nm, wavelength 74.4 nm
critical current density 9.939e+07 A/cm^2 = 9.939e+11 A/m^2
ripple frequency at threshold 21.93 GHz
i_c at  0.1 q_c: 1.367e+09 A/cm^2
i_c at  0.3 q_c: 2.255e+08 A/cm^2
i_c at  3.0 q_c: 2.223e+08 A/cm^2
i_c at 10.0 q_c: 1.785e+09 A/cm^2
i_c at q_c, ripple across easy axis 1.086e+08 A/cm^2
growth time at 1.2 i_c 1.808 ns
decay time at -1.2 i_c 0.164 ns
neglected effects:
transverse spin crossing film, upper estimate 0.369
  threshold shifts +11.0 %, +10.4 %
imaginary mixing part of 10 %: shift up to 0.31 %
mean free path 6.57 nm, times q_c 0.555
  contact-resistance shifts +13.8 %, -14.0 %
retarded spin diffusion: shift +0.00 %
pillar of half a wavelength: diameter 37.2 nm
  edge Oersted field 11.6 mT, shift +1.1 %
  thermal ripple amplitude 0.075 rad
Joule heating of long lead, upper estimate 6.7 K
film thickness / cobalt spin-diffusion length 0.075
twist across film / ripple angle 1.9e-03
```
